# Why a point-charge term can replace (SS|SS) integrals in molecules

**Question.** In a four-component SCF calculation on a molecule, the integrals over four small-component functions, written (SS|SS), are numerous and expensive. Why can they be left out, and their effect on a potential curve restored by a simple classical repulsion between atoms? What is not restored?

**Answer.**

### What goes wrong when the integrals are omitted

Atomic units are used, energies exclude the rest energy, the nuclei are point charges, and the electrons repel by the Coulomb interaction alone. The treatment is mean-field, with fixed occupations.

Each orbital has a large component \(\psi_L\) and a small component \(\psi_S\). For an electron of energy \(\varepsilon\) in a local potential \(V\), the lower line of the Dirac equation is

\[
c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L+(V-2c^2)\psi_S=\varepsilon\psi_S .
\]

Where \(|\varepsilon-V|\ll 2c^2\), this gives \(\psi_S\approx\boldsymbol\sigma\cdot\mathbf p\,\psi_L/(2c)\). Since \((\boldsymbol\sigma\cdot\mathbf p)^2=p^2\), the charge in the small component, counted in electrons, is

\[
q=\sum_i\langle\psi_{S,i}|\psi_{S,i}\rangle\approx\frac{1}{4c^2}\sum_i\langle\psi_{L,i}|p^2|\psi_{L,i}\rangle=\frac{T}{2c^2},
\]

where \(T\) is the kinetic energy \(\sum_i\langle p^2/2\rangle\). Small-component charge therefore sits where electrons move fast, in the cores. Close to a heavy nucleus the condition on \(|\varepsilon-V|\) fails, and the estimate is rough: for In and Sb it is too high by 5 to 6%.

Take two distant neutral atoms with nuclear charges \(Z_A,Z_B\) and electron numbers \(N_A=Z_A\), \(N_B=Z_B\). With all integrals, their monopole interaction vanishes:

\[
\frac{Z_AZ_B-Z_AN_B-N_AZ_B+N_AN_B}{R}=0 .
\]

The nuclei attract large- and small-component charge alike. Omitting (SS|SS) removes only the repulsion between the small-component charges, so \(N_AN_B\) becomes \(N_AN_B-q_Aq_B\). What remains is a false attraction \(-q_Aq_B/R\).

### From the SCF energy to a classical repulsion

This argument must survive self-consistency, exchange and bonding. Multiply the (SS|SS) integrals by a number \(\lambda\) between 0 and 1:

\[
E_\lambda[D]=E_{\rm om}[D]+\lambda E_{SS}[D].
\]

Here \(D\) is the density matrix, and \(E_{\rm om}[D]\) is the energy expression without (SS|SS). The SCF solution \(D_\lambda\) makes \(E_\lambda[D]\) stationary, and the orthonormality conditions do not contain \(\lambda\). The change of \(D_\lambda\) thus contributes nothing to the first derivative of the energy, and

\[
\frac{dE_\lambda}{d\lambda}=E_{SS}[D_\lambda],\qquad
E_{\rm full}-E_{\rm om}=\int_0^1E_{SS}[D_\lambda]\,d\lambda .
\]

If the small components barely respond to \(\lambda\), the integral is close to \(E_{SS}\) for one density. With \(\rho_S\) the small-component number density,

\[
E_{SS}=\frac12\iint\frac{\rho_S(\mathbf r_1)\rho_S(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2+E_{SS}^{\rm exch}.
\]

Write \(\rho_S=\rho_A+\rho_B\). The squares give one-centre energies. The two equal cross terms cancel the factor \(1/2\) and leave

\[
J_{AB}=\iint\frac{\rho_A(\mathbf r_1)\rho_B(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2 .
\]

Exchange between an orbital on A and one on B contains the product of their small components at the same point. For separated cores this product is very small.

### Why compact, spherical clouds act as points

Divide each cloud into thin spherical shells. A unit charge on a shell of radius \(b\) produces the potential \(1/\max(b,s)\) at distance \(s\) from its centre. Average this over a shell of radius \(a\) whose centre lies at distance \(R\). With \(u\) the cosine of the polar angle, \(s^2=a^2+R^2-2aRu\), so \(s\,ds=-aR\,du\), and the average is

\[
I=\frac12\int_{-1}^{1}\frac{du}{\max(b,s)}=\frac{1}{2aR}\int_{|R-a|}^{R+a}\frac{s}{\max(b,s)}\,ds .
\]

If \(a+b\le R\), then \(s\ge b\) throughout. The integral is \(2a\), and \(I=1/R\) whatever the radii. If the shells cross, \(|a-b|<R<a+b\), the range is split at \(s=b\):

\[
\begin{aligned}
\int_{|R-a|}^{R+a}\frac{s\,ds}{\max(b,s)}
&=\frac{b^2-(R-a)^2}{2b}+(R+a-b)\\
&=2a-\frac{(a+b-R)^2}{2b}.
\end{aligned}
\]

Division by \(2aR\) gives

\[
I=\frac1R-\frac{(a+b-R)^2}{4abR}.
\]

If one shell encloses the other, \(|a-b|\ge R\), the same integral gives \(I=1/\max(a,b)\), which is also below \(1/R\). Penetration therefore weakens the repulsion. For spherical clouds, only pairs of shells with \(a+b>R\) spoil the point-charge law. Compactness alone would not suffice: a cloud with a dipole or quadrupole moment would add terms falling as \(1/R^2\) or \(1/R^3\). Neglecting these terms, and penetration, gives \(J_{AB}\approx q_Aq_B/R\).

### Why the charges of free atoms can be used

A scaling argument shows how little bonding changes \(q\). Split the energy as

\[
E=K+U-2c^2q,
\]

where \(K=\sum_i\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle\), with \(\boldsymbol\alpha\) the Dirac matrices, and \(U\) contains all Coulomb terms, including exchange and nuclear repulsion. The last term appears because the mass term, with the rest energy removed, is \(-2c^2\) on the small component and zero on the large one.

Contract all orbitals uniformly by a factor \(\eta\), and move the nuclei to the distance \(R/\eta\). Then \(K\) and \(U\) are multiplied by \(\eta\), while \(q\) is unchanged. At \(\eta=1\) the derivative of this energy is \(K+U\). Because the orbitals are stationary, the same derivative is due to the moved nuclei alone, which gives \(-R\,dE/dR\). Hence \(K+U=-R\,dE/dR\), and

\[
q=-\frac{1}{2c^2}\left(E+R\frac{dE}{dR}\right).
\]

For an atom the derivative term is absent and \(q=-E/(2c^2)\). These relations need a basis that can follow the scaling, such as a complete one. Subtracting the atoms from the molecule gives

\[
q_{AB}-q_A-q_B=-\frac{1}{2c^2}\left(\Delta E+R\frac{dE}{dR}\right),
\]

with \(\Delta E\) the molecular energy relative to the atoms. A bonding energy, divided by \(2c^2\approx3.8\times10^4\) hartree, is a tiny charge. This fixes only the sum of the two charges. With the cores filled, a shift between the atoms starts from a transfer of valence electrons, and by \(q\approx T/(2c^2)\) these carry only about \(3\times10^{-5}\) electrons of small-component charge per hartree of kinetic energy. The cores relax in response, but the atomic relation \(q=-E/(2c^2)\) includes that relaxation: removing or adding a whole electron changes \(q\) of a free atom only by the ionization energy or electron affinity divided by \(2c^2\).

### The formula, and what it leaves out

Let \(\Delta_A\) and \(\Delta_B\) be the values of \(E_{\rm full}-E_{\rm om}\) for the free atoms. If the one-centre terms keep their atomic values,

\[
E_{\rm full}(R)\approx E_{\rm om}(R)+\frac{q_Aq_B}{R}+\Delta_A+\Delta_B .
\]

Visscher's correction is the term \(q_Aq_B/R\). It is added to the energy and leaves the Fock matrix untouched. The constants do not affect the shape of the curve, and they cancel in a dissociation energy if the atoms are also computed without (SS|SS). The absolute energy is not restored. Nor will the constants cancel between states with different core occupations, because \(\Delta_A\) belongs to a particular core. At distances where the cores overlap, penetration and exchange invalidate the formula.

Without the correction the bond is too short. Near the minimum \(R_0\) of the full curve, with force constant \(k\),

\[
E_{\rm om}\approx{\rm const}+\frac k2(R-R_0)^2-\frac{q_Aq_B}{R}.
\]

Setting the derivative to zero gives, to leading order,

\[
k(R-R_0)+\frac{q_Aq_B}{R_0^2}=0,\qquad
\delta R\approx-\frac{q_Aq_B}{kR_0^2}.
\]

### The number: InSb

The test molecule has 100 electrons. It is treated by spin-free Dirac-Coulomb Hartree-Fock: both components are varied, but the spin-dependent terms arising from products of \(\boldsymbol\sigma\cdot\mathbf p\) are dropped. The valence configuration has \(\sigma^2\pi^2\) outside the two 5s-like pairs, with one electron in each \(\pi\) orbital, spread equally over both spins. In the atoms the 5p electrons are spread evenly over the three directions. The modest basis and density fitting suit a comparison of treatments, not a prediction of the measured bond.

The free atoms give

| Atom | \(q\) (electrons) | \(-E/(2c^2)\) (electrons) | Radius holding 99% of \(q\) (bohr) |
|---|---:|---:|---:|
| In | 0.15607 | 0.15637 | 0.68 |
| Sb | 0.17191 | 0.17228 | 0.68 |

The scaling relation holds to about 0.2%, relative to \(q\), in this finite basis. The charges are not converged to the digits shown: with true four-component spinors and a larger basis they are 0.15657 and 0.17255, the scaling relation then holds to five digits, the 99% radii are 0.67 bohr, and \(q_Aq_B\) is 0.7% larger. The comparisons below use one basis throughout. The corresponding radii for the large component are 4.5 and 4.3 bohr. Only about \(10^{-4}\) of either small-component charge lies beyond 2.75 bohr, half of a 5.5 bohr separation. At that separation the repulsion of the undeformed atomic clouds differs from the point-charge value by \(-2\times10^{-6}\) of that value.

The correction at 5.5 bohr is

\[
\frac{0.156065\times0.171911}{5.5}=0.004878\ \text{hartree}.
\]

Subtracting \(\Delta_A+\Delta_B\) from the SCF difference \(E_{\rm full}-E_{\rm om}\) gives the interatomic effect independently:

| \(R\) (bohr) | From SCF (millihartree) | \(q_Aq_B/R\) (millihartree) |
|---:|---:|---:|
| 5.0 | 5.380 | 5.366 |
| 5.5 | 4.885 | 4.878 |
| 6.0 | 4.475 | 4.472 |

The formula falls short by 0.3% of the SCF value at 5.0 bohr and by less at the larger distances. Penetration of the atomic clouds cannot explain this, since it has the opposite sign and is far smaller at 5.5 bohr. There, relative to the atoms, the direct (SS|SS) energy rises by 4.881 millihartree and the exchange part by 0.004 millihartree. Small changes of the one-centre terms on bonding are a plausible source of the remainder, but the calculation does not separate them.

The small-component charge changes by \(6.7\times10^{-6}\) electrons on bonding at 5.5 bohr. The scaling formula can be evaluated with \(\Delta E=-0.233\) hartree (measured from the atoms with spread 5p occupations, so not an estimate of the measured dissociation energy) and, from the parabola through the three full energies, \(R\,dE/dR=-0.056\) hartree:

\[
\frac{0.233+0.056}{2(137.036)^2}=7.7\times10^{-6}.
\]

The size agrees. Most of the difference comes from the slope: a three-point parabola with 0.5 bohr spacing ignores anharmonicity. Sampling the curve every 0.25 bohr gives \(R\,dE/dR\approx-0.032\) hartree and a charge of about \(7.1\times10^{-6}\). The basis also violates the scaling relation by \(3\times10^{-4}\) to \(4\times10^{-4}\) electrons per atom, so the comparison relies on these errors cancelling between molecule and atoms.

The three-point parabola has its minimum at 5.658 bohr and \(k=0.0651\) hartree/bohr². For this parabola the predicted error of the uncorrected bond length is

\[
\delta R\approx-\frac{0.02683}{0.0651\times(5.658)^2}=-0.0129\ \text{bohr}.
\]

Parabolas through the computed energies give \(-0.0132\) bohr, or \(-0.70\) pm, relative to the full treatment. With the correction the error is \(-0.00014\) bohr, or \(-0.007\) pm. These figures compare the treatments within one parabolic fit, and the fit is coarse. Sampled every 0.25 bohr, the anharmonic curve has its minimum near 5.60 bohr with \(k\approx0.052\) hartree/bohr², and the uncorrected bond is then too short by about 0.016 bohr, or 0.9 pm. The missing absolute energy is much larger than the correction:

\[
\Delta_A+\Delta_B=0.1415+0.1778=0.3193\ \text{hartree}.
\]

With true spinors and a larger basis the sum is \(0.1389+0.1749=0.3138\) hartree, about 2% lower. Comparing a molecule computed without (SS|SS) to atoms computed with it would put this whole amount into the dissociation energy.

A separate calculation checks the interatomic law with true four-component spinors and unfitted integrals. For the two-electron ions In⁴⁷⁺ and Sb⁴⁹⁺ at 5.5 bohr, the SCF difference is 0.83999 millihartree and \(q_Aq_B/R\) is 0.83996 millihartree. For these K shells, the agreement depends neither on dropping spin-dependent terms nor on density fitting.

## Computed values

```
speed of light: 137.035999 a.u.
In energy, all integrals: -5872.7381 hartree
In gap, full minus omitted: 0.141467 hartree
In small-component charge q: 0.156065 electrons
In q with (SS|SS) omitted: 0.156068 electrons
In -E/(2c^2): 0.156366 electrons
In radius holding 99% of small charge: 0.682 bohr
In radius holding 99% of large charge: 4.485 bohr
In fraction of small charge beyond 2.75 bohr: 8.07e-05
Sb energy, all integrals: -6470.5792 hartree
Sb gap, full minus omitted: 0.177792 hartree
Sb small-component charge q: 0.171911 electrons
Sb q with (SS|SS) omitted: 0.171916 electrons
Sb -E/(2c^2): 0.172284 electrons
Sb radius holding 99% of small charge: 0.680 bohr
Sb radius holding 99% of large charge: 4.289 bohr
Sb fraction of small charge beyond 2.75 bohr: 1.07e-04
free-atom clouds at 5.5 bohr, repulsion: 4.878036 millihartree
relative departure from point charges: -2.01e-06
R=5.0 energy, all integrals: -12343.536932 hartree
R=5.0 two-centre gap from SCF: 5.3800 millihartree
R=5.0 qA*qB/R: 5.3659 millihartree
R=5.5 energy, all integrals: -12343.550193 hartree
R=5.5 two-centre gap from SCF: 4.8851 millihartree
R=5.5 qA*qB/R: 4.8780 millihartree
R=5.5 direct (SS|SS), molecule minus atoms: 4.8813 millihartree
R=5.5 exchange (SS|SS), molecule minus atoms: 0.00356 millihartree
R=5.5 small charge, molecule minus atoms: 6.68e-06 electrons
R=6.0 energy, all integrals: -12343.547185 hartree
R=6.0 two-centre gap from SCF: 4.4748 millihartree
R=6.0 qA*qB/R: 4.4715 millihartree
force constant of the full parabola: 0.06507 hartree/bohr^2
bond length, all integrals: 5.65756 bohr
bond length, (SS|SS) omitted: 5.64440 bohr
bond length, omitted plus correction: 5.65742 bohr
bond error, omitted: -0.013160 bohr
bond error, omitted: -0.6964 pm
bond error, corrected: -0.000136 bohr
bond error, corrected: -0.0072 pm
K-shell In ion, small charge: 0.065196 electrons
K-shell Sb ion, small charge: 0.070860 electrons
K-shell pair at 5.5 bohr, gap from SCF: 0.83999 millihartree
K-shell pair at 5.5 bohr, qA*qB/R: 0.83996 millihartree
```
